# Why thin mesoporous silicon wires can freeze out their retained dopants

**Q.** I etched p-type silicon into a mesoporous layer. Chemical analysis says that the boron is still there, yet the layer hardly conducts. How can both be true?

**A.** Analysis counts boron atoms; conduction counts mobile holes. An acceptor supplies a hole only when it is ionised, that is, when the hole has escaped from the negative acceptor ion. At a given doping and temperature, most acceptors keep their holes and are neutral once escape costs enough. How many times the thermal energy $kT$ is enough depends on the doping, as the count further below shows.

So the quantity to calculate is the ionisation energy $E_I$ in a thin wire of silicon. Take a straight wire of radius $R$ and relative permittivity $\varepsilon_{in}$, in a medium of permittivity $\varepsilon_{out}$, with one acceptor on its axis. The hole has a single isotropic mass $m$ and cannot leave the wire. I count hole energy upward, and measure $E_I$ from the lowest subband edge of the same wire, so the cost of confining a free hole is not mistaken for binding.

**Q.** Why should the surroundings matter, if the hole and the acceptor are both inside the silicon?

**A.** Their electric field is not confined to the silicon. To find it, write the potential of a charge of magnitude $e$ on the axis as a sum of waves along $z$. In uniform silicon the factor $1/r$ is

$$\frac1{\sqrt{\rho^2+z^2}}=\frac2\pi\int_0^\infty K_0(k\rho)\cos(kz)\,dk .$$

Each term obeys Laplace's equation away from the axis and decays outward. Near the axis $K_0(k\rho)\simeq-\ln\rho$ plus a term that depends on $k$ but not on $\rho$ (summed over $k$, that term gives the $1/|z|$ on the axis), and $\int_0^\infty\cos(kz)\,dk=\pi\delta(z)$. The singular part is therefore $-2\ln\rho\,\delta(z)$, which is that of a unit point charge.

The surface adds a wave that is regular on the axis. With the common prefactor $e/(4\pi\varepsilon_0\varepsilon_{in})$, the radial factors are

$$\text{inside: }K_0(k\rho)+B\,I_0(k\rho),\qquad \text{outside: }C\,K_0(k\rho).$$

Let $x=kR$, and let every Bessel function without an argument be taken at $x$. The potential and the normal displacement are continuous. Since $K_0'=-K_1$ and $I_0'=I_1$,

$$K_0+BI_0=CK_0,\qquad \varepsilon_{in}(-K_1+BI_1)=-\varepsilon_{out}CK_1 .$$

The first condition gives $C=1+BI_0/K_0$. Put this into the second and collect $B$:

$$B\left(\varepsilon_{in}I_1+\varepsilon_{out}\frac{I_0K_1}{K_0}\right)=(\varepsilon_{in}-\varepsilon_{out})K_1 .$$

Multiplication by $K_0$ gives

$$B(x)=\frac{(\varepsilon_{in}-\varepsilon_{out})K_0K_1}{\varepsilon_{in}I_1K_0+\varepsilon_{out}I_0K_1}.$$

The potential inside is thus $e(1/r+S)/(4\pi\varepsilon_0\varepsilon_{in})$, with the image part

$$S(\rho,z)=\frac2\pi\int_0^\infty B(kR)\,I_0(k\rho)\cos(kz)\,dk .$$

Every Bessel function in $B$ is positive, so $B$ has the sign of $\varepsilon_{in}-\varepsilon_{out}$. Empty pores deepen the well around the acceptor.

**Q.** What is the picture behind that formula?

**A.** The wire guides the electric flux. Consider the displacement flux through a cross-section at $z>0$, as a share of the half of the total that goes to that side. The direct field contributes $1-z/\sqrt{z^2+R^2}$. For the image part, $-\partial_z\cos(kz)=k\sin(kz)$ and $\int_0^R I_0(k\rho)\rho\,d\rho=RI_1(kR)/k$. The factors $k$ cancel, and with $R\,dk=dx$ the share is

$$f(z)=1-\frac{z}{\sqrt{z^2+R^2}}+\frac2\pi\int_0^\infty\sin\!\left(\frac{xz}{R}\right)B(x)I_1(x)\,dx .$$

For $\varepsilon_{in}=11.7$ and $\varepsilon_{out}=1$, this share at $z=2R$ is 0.485, against 0.106 without mismatch. A direct grid solution of Poisson's equation also gives 0.485. Flux held in a narrow wire means a stronger axial field, so a larger potential difference must be climbed to take the hole away.

Far away the result is simple. For small $x$, $I_0\to1$, $I_1\to x/2$ and $K_1\to1/x$, so the second term of the denominator dominates and

$$B\to\left(\frac{\varepsilon_{in}}{\varepsilon_{out}}-1\right)K_0,\qquad K_0+B\to\frac{\varepsilon_{in}}{\varepsilon_{out}}K_0 .$$

The distant potential is therefore $e/(4\pi\varepsilon_0\varepsilon_{out}|z|)$: silicon no longer screens it.

Define an effective permittivity by setting the actual axial potential equal to $e/(4\pi\varepsilon_0\varepsilon_{\mathrm{eff}}|z|)$. It is 1.93 at $z=R$, 0.83 at $5R$ and 0.97 at $50R$. The value below one means an attraction stronger than between the same two charges in vacuum. The reason is the charge on the surface. Where a normal displacement $D$ leaves through the side of the wire, it is continuous, so the normal field jumps from $D/(\varepsilon_0\varepsilon_{in})$ to $D/\varepsilon_0$. That jump requires surface charge of the acceptor's sign. Together with the screened ion it adds up to the full charge of the acceptor, but it is spread along the wire, and some of it is nearer to the hole than the acceptor is.

**Q.** The hole also polarises the surface. Doesn't its own image change the answer?

**A.** It changes the subband edge much more than the ionisation energy. For charges $q_1$ and $q_2$, the electrostatic energy, without the infinite self-energies of point charges in uniform silicon, is

$$U=\tfrac12q_1^2g(\mathbf r_1)+\tfrac12q_2^2g(\mathbf r_2)+q_1q_2G(\mathbf r_1,\mathbf r_2).$$

Here $g$ describes a charge in the field of its own image, and $G$ is the full interaction, including the image part. The acceptor's self-term is the same before and after ionisation, and cancels. The hole's self-term also occurs in both states; it would cancel completely if the hole had the same distribution across the wire in both. The cross term disappears when the hole is far away. With opposite charges it is

$$-\frac{e^2}{4\pi\varepsilon_0\varepsilon_{in}}\left(\frac1r+S\right).$$

For $R=2$ nm and empty pores, the hole's own image raises the subband edge by 181 meV but changes $E_I$ by 1.5 meV. I therefore leave it out below.

**Q.** Can I get the increase in ionisation energy without solving the whole quantum problem?

**A.** Very nearly. Let $H_0$ contain the kinetic energy, the hard wall and the direct attraction $-e^2/(4\pi\varepsilon_0\varepsilon_{in}r)$. The mismatch adds $-w$, where $w=e^2S/(4\pi\varepsilon_0\varepsilon_{in})$. Let $E_0$ and $E$ be the ground energies of $H_0$ and $H_0-w$. Both are measured from the same edge, so the increase in ionisation energy is $\Delta=E_0-E$.

Use each ground state as a trial state for the other Hamiltonian:

$$E\le E_0-\langle w\rangle_0,\qquad E_0\le E+\langle w\rangle .$$

Rearranging gives $\langle w\rangle_0\le\Delta\le\langle w\rangle$, where the left average uses the state without mismatch and the right one the state with it. The task is now to average $w$ over a bound state.

The source of $S$ lies on the surface, so $\nabla^2w=0$ inside the wire. The average of such a function over a sphere equals its value at the centre. A spherical hole cloud around the acceptor that fits inside the wire would thus give exactly $W_0=w(0,0)$. Setting $\rho=z=0$ and $dk=dx/R$,

$$W_0=\frac{e^2F}{4\pi\varepsilon_0\varepsilon_{in}R},\qquad F=\frac2\pi\int_0^\infty B(x)\,dx .$$

Hence $E_I\approx E_{bare}+W_0$, where $E_{bare}$ is the binding in the same wire without mismatch.

The real cloud is stretched along the wire. Expanding $I_0(k\rho)\simeq1+k^2\rho^2/4$ and $\cos(kz)\simeq1-k^2z^2/2$ gives

$$w\simeq W_0+A\left(\frac{\rho^2}{2}-z^2\right),\qquad A=\frac{e^2}{4\pi\varepsilon_0\varepsilon_{in}}\frac1\pi\int_0^\infty k^2B(kR)\,dk>0 .$$

A stretched cloud has $\langle z^2\rangle>\langle\rho^2\rangle/2$. To this order its average lies below $W_0$, and the simple sum should be slightly too large.

**Q.** What are the numbers for a wire that I might actually make?

**A.** Take $R=2$ nm, $\varepsilon_{in}=11.7$, $m=0.3$ electron masses and empty pores. The integral gives $F=5.442$; the Poisson grid gives 5.443. With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm,

$$W_0=\frac{1.440\times5.442}{11.7\times2.0}\ \text{eV}=335\ \text{meV}.$$

For the complete energy I solve

$$\left[-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon_{in}}\left(\frac1r+S\right)\right]\psi=E\psi$$

on a grid in $\rho$ and $z$, with $\psi=0$ at $\rho=R$, and subtract $E$ from the subband edge. In bulk silicon the same method returns the hydrogenic level of this model, 29.8 meV. In the wire a finer grid leaves the result at 428 meV.

| $R$ (nm) | $E_{bare}$ (meV) | $W_0$ (meV) | Sum (meV) | $E_I$ (meV) |
|---|---|---|---|---|
| 1.5 | 120 | 447 | 567 | 557 |
| 2.0 | 98 | 335 | 433 | 428 |
| 3.0 | 74 | 223 | 297 | 296 |
| 5.0 | 53 | 134 | 187 | 187 |

At 2 nm, confinement alone takes the level from 30 to 98 meV, and mismatch takes it on to 428 meV. The sum is slightly high, as the stretched cloud requires, and improves in wider wires. At fixed permittivities $W_0$ falls as $1/R$, so for a very wide wire the bulk level returns.

**Q.** How does 428 meV translate into missing holes?

**A.** Let $N$ be the number of acceptors per unit length, $p$ that of free holes, and $c$ the fraction of acceptors whose holes have been taken by traps. I assume one occupied subband, few enough holes for Boltzmann statistics, and two spin states for both free and bound holes. With chemical potential $\mu$ measured from the subband edge,

$$p=2e^{\mu/kT}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-\hbar^2k^2/2mkT}=2\ell\,e^{\mu/kT},\qquad \ell=\frac{\sqrt{2\pi mkT}}{h}.$$

A neutral acceptor has two spin states at energy $-E_I$, and an ionised one has a single state, so

$$\frac{N_{neutral}}{N_{ionised}}=2e^{(\mu+E_I)/kT}.$$

Divide $p$ by this ratio; the factors 2 and $e^{\mu/kT}$ cancel. Charge balance gives $N_{ionised}=p+cN$, and the rest, $(1-c)N-p$, are neutral. Thus

$$\frac{p(p+cN)}{(1-c)N-p}=\ell\,e^{-E_I/kT}\equiv K .$$

There are two useful limits. For $c=0$ and $p\ll N$, $p\simeq\sqrt{KN}$. For $p\ll cN$ and $p\ll(1-c)N$, $p\simeq K(1-c)/c$.

Take $10^{18}$ acceptors per cm³ at 300 K. Then $N=0.01257$ nm⁻¹, one acceptor per 80 nm of wire, $\ell=0.1273$ nm⁻¹ and $kT=25.85$ meV. So

$$K=0.1273\,e^{-428.1/25.85}=8.2\times10^{-9}\ \text{nm}^{-1}.$$

Without traps, $p/N=\sqrt{K/N}=8.1\times10^{-4}$. With $c=0.1$, it is $9K/N=5.9\times10^{-6}$. The bulk model without traps, at the same doping, has 0.54 free holes per acceptor. This is a reference within the model only: its band density of states, $2\ell^3=4\times10^{18}$ cm⁻³, is several times below that of real silicon, whose boron level is also deeper and fourfold.

At an assumed equal mobility of 100 cm²/Vs, the resistivity of the silicon itself is 0.12 ohm cm in bulk, 77 ohm cm in the wire without traps, and $1.1\times10^4$ ohm cm with 10 % compensation. Mismatch and a modest number of traps reinforce each other: the holes left on the acceptors cannot easily replace those taken by the traps. The numbers of traps involved are very small. If they sit on the surface, $c=1$ needs only $N/(2\pi R)=10^{11}$ cm⁻², and $c=0.1$ needs $10^{10}$ cm⁻². A surface with $10^{11}$ hole traps per cm² or more would empty this wire with no help from mismatch, while the trap-free figures require $c\ll8\times10^{-4}$, that is well under $10^8$ cm⁻², and are an idealised limit.

**Q.** If I measure conductivity against temperature, will I read off 428 meV?

**A.** Not necessarily. Since $K\propto T^{1/2}e^{-E_I/kT}$, the quantity $-d\ln K/d(1/kT)$ equals $E_I+kT/2$. Without compensation $p\propto\sqrt K$, and half of this appears. With compensation and $p\ll cN$, all of it appears. Explicit Fermi occupation of several subbands, between 295 and 305 K, gives 220 and 441 meV for the two cases. The change-over comes at very small $c$: the one-subband formula gives about 340 meV at $c=0.001$ and 438 meV at $c=0.01$. These are activation energies of the hole number; a mobility that depends on temperature adds its own contribution to the conductivity.

**Q.** My wire is surrounded by other silicon wires. Isn't vacuum too extreme?

**A.** It describes an isolated wire. As a contrasting estimate, replace everything outside by a uniform medium. The Bruggeman mixing rule for spherical inclusions at 70 % porosity determines its permittivity $\varepsilon$ from

$$0.3\,\frac{11.7-\varepsilon}{11.7+2\varepsilon}+0.7\,\frac{1-\varepsilon}{1+2\varepsilon}=0,$$

which gives $\varepsilon=2.40$. At the same radius $E_I$ falls to 244 meV, and $p/N$ becomes 0.028 without traps and 0.0067 with $c=0.1$. The hole number is then about 20 or 80 times below the trap-free bulk value, rather than about 700 or 90,000 times.

This is an estimate, not a bound: it puts polarisable material right against the wire, where there is really a pore. With an empty shell out to $R/\sqrt{0.3}=1.83R$ and the same medium beyond it, $E_I$ is about 306 meV, between the two cases. For parallel wires the surroundings are also anisotropic, with permittivity about 4.2 along the wires and 1.7 to 1.9 across them; such a medium placed against the wire gives about 250 to 270 meV instead of 244 meV. The comparison does show that the strongest freeze-out needs wires that are electrically well separated.

**Q.** Is there an experiment that separates this mechanism from loss of dopants?

**A.** Change the pore filling and leave the silicon alone. If $\varepsilon_{out}>\varepsilon_{in}$, $B$ is negative and $E_I$ drops below $E_{bare}$. For a filling of permittivity 25 the model gives 72 meV, with $p/N=0.54$ without traps and 0.47 with $c=0.1$. The holes return although no dopant has been added. These fractions are rough. Weakly bound excited states, left out of the count, lower them to about 0.50 and 0.44. The short-range potential of boron, discussed below, matters more: a well fitted to the 45 meV bulk level raises $E_I$ to about 130 meV and lowers the fractions to about 0.23 and 0.18, against 0.45 for the trap-free bulk at 45 meV, so the recovery is large but partial. The model also lets the filling follow the hole instantly, whereas most of the static permittivity of a polar liquid is slow reorientation; an estimate with a fixed transverse state and an optical permittivity of 1.85 raises $E_I$ by about 16 meV on that account.

This prediction holds $R$, $N$ and $c$ fixed. A real liquid may also change the surface traps or carry ionic current, so both need controls. Recovery would argue against dopant loss; by itself it would not exclude a change in trapping.

**Q.** How close is your wire to real mesoporous silicon, and what could spoil the result?

**A.** The parameters are rough values; $10^{18}$ cm⁻³ is at the low end of the doping, and a 4 nm thickness is at the thin end; walls can be nearer 10 nm. For $R=5$ nm, $E_I=187$ meV and $N=0.01257\times(5/2)^2=0.0786$ nm⁻¹. The one-subband formula gives $K=0.1273\,e^{-186.5/25.85}=9.4\times10^{-5}$ nm⁻¹ and $p/N\simeq\sqrt{K/N}=0.03$. This leaves out higher subbands, which would raise it, and excited bound states, which would lower it; both matter more in this wider wire. More seriously, the acceptors are now only $1/N=12.7$ nm, or $2.5R$, apart. Halfway to the next one the attraction is still about 0.14 eV, most of $E_I$, so the isolated-acceptor count is outside its range: lowering the threshold by that amount would give $p/N$ near 0.4. The figure 0.03 is therefore only a rough guide. Thick walls therefore freeze out far less, and a very high measured resistivity then needs traps, poor mobility or narrow necks as well.

The assumption most easily broken is that of isolated dopants. It is strained or fails for the heavily doped wafers from which mesoporous layers are often etched: 0.02 to 0.01 ohm cm corresponds to about $3$ to $8\times10^{18}$ cm⁻³, and halfway to the next acceptor in the 2 nm wire the attraction is already 0.14 eV at $3\times10^{18}$ and 0.21 eV at $5\times10^{18}$ cm⁻³. At $10^{19}$ cm⁻³ the spacing in the 2 nm wire is only 8 nm. At 10 nm, which is $5R$, a hole is still attracted to its ion by $1.440/(0.83\times10)=0.17$ eV. Halfway to the next acceptor, at 4 nm, the attraction is 0.30 eV. The ionisation threshold is then uncertain by most of $E_I$, and the isolated-acceptor count should not be used.

Even at $10^{18}$ cm⁻³, the attraction halfway to the next acceptor is 41 meV. Lowering the threshold by that amount multiplies $K$ by 4.9, hence $p$ by 2.2 without traps and by 4.9 with them. This uses the mean spacing. Acceptors are placed at random: the median distance to the nearest one is 28 nm, where the attraction halfway is 0.13 eV, and a third have a neighbour within 16 nm, so for many of them the isolated picture is strained even at this doping. The bulk comparison is also near its limit: $N_{3D}^{1/3}a=0.21$, where $N_{3D}$ is the volume doping and $a=2.06$ nm the bulk Bohr radius, is not far below the rough value 0.25 at which bulk dopants merge into a metal.

**Q.** And the simplified acceptor itself?

**A.** Changing the mass to 0.2 or 0.5 electron masses moves $E_I$ to 414 or 448 meV. The short-range potential of boron matters more. The bulk model gives 30 meV, against a rough measured 45 meV. If the whole difference is a contact effect, it scales with the hole density at the acceptor, which is 6.3 times larger in the wire. Scaling the 15 meV by that factor gives about 96 meV, which is too high: a short-range well of range 0.25 to 0.5 nm, fitted to 45 meV in bulk and then solved in the wire, adds about 60 meV. This is an indication of size rather than a precise value, but its sign favours freeze-out.

With empty pores, moving the acceptor off the axis cannot weaken the binding by much. To see this, fix the hole's transverse state at that of the lowest subband. Averaging around the axis leaves only the axisymmetric part of the potential, whose radial factor for an acceptor at $\rho_0$ is

$$I_0(k\rho_<)K_0(k\rho_>)+B\,I_0(k\rho_0)I_0(k\rho),$$

where $\rho_<$ and $\rho_>$ are the smaller and larger of $\rho$ and $\rho_0$. The factor $I_0(k\rho_0)$ appears because the wave reaching the surface is $I_0(k\rho_0)K_0(k\rho)$. Fixing the transverse state restricts the trial function, so the energies are lower bounds to $E_I$: 424, 400 and 378 meV at $\rho_0=0$, $0.5R$ and $0.9R$. Even at $0.9R$ the binding is thus at most 50 meV below the 428 meV found on the axis. That is still up to $2kT$, and half of all acceptors lie beyond $0.71R$. Letting the transverse state relax gives about 409, 395 and 384 meV at $0.5R$, $0.7R$ and $0.9R$; with acceptors spread evenly over the cross-section, $p/N$ becomes about $1.6\times10^{-3}$ without traps and $2\times10^{-5}$ with $c=0.1$, roughly 2 and 4 times the axial values.

Three other omissions are smaller. A neutral acceptor can bind a second hole; with the transverse state fixed this binding is about 27 meV, which lowers $p$ by about 3 % without traps. The first excited bound state lies 111 meV above the ground state and has a Boltzmann weight of 0.013. A field of 0.001 MV/cm supplies only 4 meV over half the dopant spacing, but it acts on the unscreened tail. For an isolated acceptor it lowers the escape barrier by about $2\sqrt{1.44\times10^{-4}}$ eV $=24$ meV, with the barrier top near 120 nm, beyond the next acceptor. That is comparable to $kT$, so the counts above hold for fields well below this value.

For thin, well-separated wires at doping near $10^{18}$ cm⁻³, then, retained boron and high resistivity are compatible. The model does not show that mismatch is the cause in a given sample, since about $10^{11}$ surface traps per cm² would remove the holes on their own. The numerical output below gives the remaining values.

## Calculated quantities

```
Wire radius 2.0 nm, permittivity 11.7, hole mass 0.3 m_e
Doping 1.0e+18 cm^-3, temperature 300 K, kT 25.85 meV
Bulk model level 29.8 meV, bulk Bohr radius 2.06 nm
Bulk level from the grid solver 29.8 meV
F for empty pores: formula 5.442, Poisson grid 5.443
Flux share in wire at z=2R: formula 0.485, grid 0.485
Flux share in wire at z=2R without mismatch 0.106
Effective permittivity seen on the axis at z=1R: 1.93
Effective permittivity seen on the axis at z=5R: 0.83
Effective permittivity seen on the axis at z=50R: 0.97
Radius nm | E_bare meV | W0 meV | sum meV | full E_I meV (empty pores)
1.5 | 120.1 | 446.5 | 566.6 | 557.1
2.0 | 98.3 | 334.9 | 433.1 | 428.1
3.0 | 74.1 | 223.2 | 297.4 | 295.5
4.0 | 61.1 | 167.4 | 228.5 | 227.7
5.0 | 52.9 | 133.9 | 186.9 | 186.5
E_I on a finer grid, R=2.0 nm: 428.1 meV
Effective permittivity at porosity 0.7: 2.40
E_I in that effective medium 244.2 meV
E_I with pore filling of permittivity 25: 72.4 meV
Dopants per length 0.01257 nm^-1, mean spacing 79.6 nm
Inverse thermal wavelength 0.1273 nm^-1
Ionised fraction in bulk model 0.544
Compensated fraction c, second case: 0.1
Free holes per dopant, empty: c=0 8.06e-04, c=0.1 5.86e-06
Free holes per dopant, layer: c=0 2.79e-02, c=0.1 6.70e-03
Free holes per dopant, polar: c=0 5.35e-01, c=0.1 4.68e-01
Activation energy, empty: c=0 220.4 meV, c=0.1 441.0 meV
Assumed equal mobility 100 cm2/Vs
Resistivity, bulk model 0.115 ohm cm
Resistivity of wire, empty: c=0 7.74e+01, c=0.1 1.07e+04 ohm cm
E_I for hole mass 0.2: 413.7 meV; 0.5: 447.5 meV
Rough measured boron level used 45 meV
Density at dopant, wire/bulk 6.3
Central-cell first-order contact estimate 96 meV
Self-image: subband edge up 181.0 meV, E_I changed by 1.5 meV
Adiabatic lower bound to E_I, dopant at 0, 0.5R, 0.9R: 424.2, 400.4, 378.4 meV
First excited bound state 111.4 meV higher, Boltzmann weight 0.013
Threshold lowering at half spacing 40.9 meV, factor 4.9 in the mass-action constant
Energy gained over half spacing at 0.001 MV/cm: 4.0 meV
Bulk overlap measure N^(1/3) a = 0.206
Dopant spacing in the wire at 1e19 cm^-3: 8.0 nm
```
